# The Second-Order Hall Current from the Berry Curvature Dipole

## The result

A crystal without a magnetic field can carry a Hall current quadratic in the electric field, even when time-reversal symmetry removes the linear Hall current. Let the carriers have charge $-e$ with $e>0$, and let the field be uniform, $\mathbf E(t)=\mathrm{Re}(\boldsymbol{\mathcal E}e^{i\omega t})$. Write the second-order current as $\mathbf j(t)=\mathbf j^{0}+\mathrm{Re}(\mathbf j^{2\omega}e^{2i\omega t})$. Then

$$j^0_a=\mathrm{Re}\left[C\,\epsilon_{acd}D_{bd}\,\mathcal E_c^*\mathcal E_b\right],\qquad j^{2\omega}_a=C\,\epsilon_{acd}D_{bd}\,\mathcal E_c\mathcal E_b,\tag{1}$$

$$C=\frac{e^3\tau}{2\hbar^2(1+i\omega\tau)},\qquad D_{bd}=\sum_n\int[dk]\,f_0\,\partial_b\Omega_d .\tag{2}$$

Here $\tau$ is the relaxation time, $f_0$ the Fermi function of the band energy $\varepsilon_n(\mathbf k)$, $\boldsymbol\Omega_n$ the Berry curvature, $\partial_b=\partial/\partial k_b$, and $[dk]=d^dk/(2\pi)^d$ in $d$ dimensions. Repeated indices are summed. The tensor $D_{bd}$ is the Berry curvature dipole. Time reversal allows it and inversion forces it to vanish.

The assumptions are a single constant $\tau$, a weak field, $\hbar\omega$ far below the interband gaps, and no magnetic field. Equation (1) is the part of the current carried by the anomalous velocity. It is the whole second-order current of the semiclassical equations (6) and (7) when time-reversal symmetry holds; without that symmetry a further term, equation (25), appears. Bands are nondegenerate, apart from a spin degeneracy that, without spin–orbit coupling, multiplies every sum by two.

## Velocity of a driven Bloch electron

Describe the field by a uniform vector potential, $\mathbf E=-\partial_t\mathbf A_{\rm em}$. For charge $-e$ the crystal momentum enters the Hamiltonian as $\hbar\mathbf k=\hbar\mathbf k_0+e\mathbf A_{\rm em}$, with $\mathbf k_0$ conserved. Hence

$$\dot{\mathbf k}=-e\mathbf E/\hbar .\tag{3}$$

The cell-periodic state obeys $i\hbar\partial_t|\psi\rangle=H(\mathbf k(t))|\psi\rangle$. For slow driving, write $|\psi\rangle=e^{i\theta}(|n\rangle+\sum_{m\ne n}c_m|m\rangle)$, where $-\hbar\dot\theta=\varepsilon_n$ to leading order and $c_m$ is of first order in $\dot{\mathbf k}$. Its derivative $\dot c_m$ is of higher order in the slowness. Projection on $\langle m|$ gives

$$\varepsilon_nc_m+i\hbar\dot k_b\langle m|\partial_bn\rangle=\varepsilon_mc_m
\;\Rightarrow\;
c_m=\frac{i\hbar\dot k_b\langle m|\partial_bn\rangle}{\varepsilon_m-\varepsilon_n}.\tag{4}$$

The velocity is $v_a=\langle\psi|\partial_aH|\psi\rangle/\hbar$. Differentiating $H|n\rangle=\varepsilon_n|n\rangle$, projecting on $\langle m|$ and conjugating gives $\langle n|\partial_aH|m\rangle=(\varepsilon_n-\varepsilon_m)\langle\partial_an|m\rangle$. The energy denominators cancel:

$$v_a=\frac{\partial_a\varepsilon_n}{\hbar}-i\dot k_b\left[\langle\partial_an|\partial_bn\rangle-\langle\partial_bn|\partial_an\rangle\right].\tag{5}$$

The sum over $m\neq n$ was completed with the term $m=n$. This is allowed because $\langle\partial_an|n\rangle\langle n|\partial_bn\rangle$ is a product of two imaginary numbers, symmetric in $a,b$, and drops out of the difference.

With the Berry connection $A_b=i\langle n|\partial_bn\rangle$ and $\boldsymbol\Omega=\nabla_k\times\mathbf A$, the bracket times $i$ is $\partial_aA_b-\partial_bA_a=\epsilon_{abd}\Omega_d$. Therefore

$$\mathbf v=\frac{\partial_{\mathbf k}\varepsilon}{\hbar}-\dot{\mathbf k}\times\boldsymbol\Omega
=\frac{\partial_{\mathbf k}\varepsilon}{\hbar}+\frac e\hbar\,\mathbf E\times\boldsymbol\Omega .\tag{6}$$

The second term is the anomalous velocity. It is perpendicular to $\mathbf E$.

## Occupation to second order in the field

In a uniform system the Boltzmann equation has no position gradient. With (3) and the relaxation-time collision term it reads

$$\partial_tf-\frac e\hbar\mathbf E\cdot\partial_{\mathbf k}f=-\frac{f-f_0}{\tau}.\tag{7}$$

Set $f=f_0+f_1+f_2+\dots$, where $f_n$ is of order $E^n$. At first order, with $f_1=\mathrm{Re}(f_1^\omega e^{i\omega t})$,

$$\left(i\omega+\frac1\tau\right)f_1^\omega=\frac e\hbar\mathcal E_b\partial_bf_0
\;\Rightarrow\;
f_1^\omega=\frac{e\tau}{\hbar}\frac{\mathcal E_b\partial_bf_0}{1+i\omega\tau}.\tag{8}$$

At second order the source is $(e/\hbar)\mathbf E\cdot\partial_{\mathbf k}f_1$, a product of two oscillations. For complex amplitudes $X$ and $Y$,

$$\mathrm{Re}(Xe^{i\omega t})\,\mathrm{Re}(Ye^{i\omega t})=\tfrac12\mathrm{Re}(X^*Y)+\tfrac12\mathrm{Re}(XYe^{2i\omega t}).\tag{9}$$

The constant part of the source is divided by $1/\tau$, the other by $2i\omega+1/\tau$:

$$f_2^0=\frac{e^2\tau^2}{2\hbar^2}\mathrm{Re}\left[\frac{\mathcal E_b^*\mathcal E_c}{1+i\omega\tau}\right]\partial_b\partial_cf_0,\qquad
f_2^{2\omega}=\frac{e^2\tau^2}{2\hbar^2}\frac{\mathcal E_b\mathcal E_c\,\partial_b\partial_cf_0}{(1+i\omega\tau)(1+2i\omega\tau)}.\tag{10}$$

## The second-order current

The current is $\mathbf j=-e\sum_n\int[dk]\,f\mathbf v$. With the velocity (6), two products are quadratic in $E$:

$$j_a^{(2)}=-\frac{e^2}{\hbar}\epsilon_{acd}E_c\sum_n\int[dk]\,\Omega_df_1-\frac e\hbar\sum_n\int[dk]\,(\partial_a\varepsilon)f_2 .\tag{11}$$

Take the first term. Equations (8) and (9) give its constant part as

$$j_a^0=-\frac{e^2}{\hbar}\cdot\frac12\,\mathrm{Re}\left[\epsilon_{acd}\mathcal E_c^*\,\frac{e\tau}{\hbar}\frac{\mathcal E_b}{1+i\omega\tau}\sum_n\int[dk]\,\Omega_d\,\partial_bf_0\right].\tag{12}$$

Both $f_0$ and $\boldsymbol\Omega$ are periodic in the Brillouin zone, so integration by parts leaves no boundary term:

$$\sum_n\int[dk]\,\Omega_d\,\partial_bf_0=-\sum_n\int[dk]\,f_0\,\partial_b\Omega_d=-D_{bd}.\tag{13}$$

The two minus signs cancel and the rectified current in (1) follows. The $2\omega$ part of (9) gives the second harmonic in the same way, with $\mathcal E_c^*$ replaced by $\mathcal E_c$.

Since $\partial_bf_0=(\partial f_0/\partial\varepsilon)\,\partial_b\varepsilon$, equation (13) also yields

$$D_{bd}=\sum_n\int[dk]\,\Omega_d\,\partial_b\varepsilon\left(-\frac{\partial f_0}{\partial\varepsilon}\right).\tag{14}$$

The dipole is thus a property of states near the Fermi energy. A filled band has $\partial f_0/\partial\varepsilon=0$ and gives nothing.

For a constant field, (8) becomes $f_1=(e\tau/\hbar)\mathbf E\cdot\partial_{\mathbf k}f_0$, and the factor $\frac12$ from time averaging is absent:

$$j_a=\frac{e^3\tau}{\hbar^2}\,\epsilon_{acd}D_{bd}E_cE_b .\tag{15}$$

This equals the sum of the rectified and second-harmonic currents in (1) as $\omega\to0$, as it must for a field at the crest of a very slow oscillation. To this order the occupation is $f_0(\mathbf k+e\mathbf E\tau/\hbar)$, a Fermi sea displaced by $-e\mathbf E\tau/\hbar$. The displaced sea contains a net curvature proportional to $E$, and the anomalous velocity supplies the other factor of $E$.

## Time reversal

Without spin, time reversal means $H(-\mathbf k)=H(\mathbf k)^*$. Then $\varepsilon(-\mathbf k)=\varepsilon(\mathbf k)$, and one may choose $|u(-\mathbf k)\rangle=|u(\mathbf k)\rangle^*$. Differentiating with respect to $-\mathbf k$ gives a minus sign, so

$$\mathbf A(-\mathbf k)=-i\,\langle u|\partial_{\mathbf k}u\rangle^*=i\,\langle u|\partial_{\mathbf k}u\rangle=\mathbf A(\mathbf k),\tag{16}$$

because $\langle u|\partial_{\mathbf k}u\rangle$ is imaginary. The curl contains one more derivative, hence $\boldsymbol\Omega(-\mathbf k)=-\boldsymbol\Omega(\mathbf k)$. With spin, the state at $-\mathbf k$ is the Kramers partner. The extra spin rotation is a constant unitary matrix that drops out of $\mathbf A$, so the relations hold between partners and the band sum includes both.

Three consequences follow.

- The linear Hall current from the anomalous velocity is proportional to $\sum_n\int[dk]f_0\boldsymbol\Omega$. Its integrand is odd, so it vanishes.
- The derivative $\partial_b\Omega_d$ is even. The contributions of $\mathbf k$ and $-\mathbf k$ to $D_{bd}$ add, and the dipole may be nonzero.
- The second term of (11) is governed by
$$K_{abc}=\sum_n\int[dk]\,(\partial_a\varepsilon)\,\partial_b\partial_cf_0 .\tag{17}$$
The first factor is odd and the second even, so $K_{abc}=0$. With time reversal, equation (1) is therefore the whole second-order current of (6) and (7).

A Hall current in a time-reversal-symmetric crystal involves no contradiction. The collision term in (7) is not invariant under $t\to-t$, and the driven state occupies $\mathbf k$ and $-\mathbf k$ unequally, since $f_1$ is odd in $\mathbf k$. The odd curvature weighted by this odd occupation gives a nonzero sum.

Equation (6) omits velocity corrections of order $E^2$, caused by field-induced mixing of bands. Weighted with $f_0$ they would give a current independent of $\tau$. In a static field the Hamiltonian is still even under time reversal while velocity is odd, so contributions from partners at $\pm\mathbf k$ cancel. Without time reversal this term need not vanish. The cancellation is for a static field. In an oscillating field, corrections of order $E\dot E$ survive time reversal and give a second-harmonic polarization current proportional to $\omega$, even from a filled band. In the model below, at 1 THz and $10^4$ V/m, it is of order $10^{-8}$ A/m, a few $10^{-4}$ of the second harmonic in (1).

## Inversion

With inversion symmetry $\varepsilon(-\mathbf k)=\varepsilon(\mathbf k)$, and one may choose $u_{-\mathbf k}(\mathbf r)=u_{\mathbf k}(-\mathbf r)$. The reflection of $\mathbf r$ does not depend on $\mathbf k$ and leaves the scalar product unchanged. The derivative with respect to $-\mathbf k$ again gives a minus sign, but no complex conjugation compensates it: $\mathbf A(-\mathbf k)=-\mathbf A(\mathbf k)$ and $\boldsymbol\Omega(-\mathbf k)=\boldsymbol\Omega(\mathbf k)$. Now $\partial_b\Omega_d$ is odd while $f_0$ is even, so

$$D_{bd}=0\quad\text{with inversion symmetry.}\tag{18}$$

$K_{abc}$ vanishes too, because its argument needed nothing but an even $\varepsilon$. Equation (1) itself shows the macroscopic reason: inversion reverses $\mathbf j$ and $\mathbf E$, whereas a quadratic law leaves its right-hand side unchanged.

Broken inversion is necessary but not sufficient. In two dimensions the curvature has one component, $\Omega_z=\Omega$, and $D_b\equiv D_{bz}$ is an in-plane vector. Under a proper rotation about $z$, $\Omega$ is unchanged, so $\mathbf D$ must be invariant. No nonzero in-plane vector is invariant under a rotation by $120^\circ$, and threefold symmetry removes the dipole. A mirror $x\to-x$ reverses the sense of circulation and gives $\Omega(-k_x,k_y)=-\Omega(k_x,k_y)$. Then $\partial_y\Omega$ is odd in $k_x$, and $D_y=0$, while $D_x$ is allowed.

## Polarization and frequency in two dimensions

In two dimensions (1) becomes

$$\mathbf j^0=\mathrm{Re}(C\mathbf X),\qquad \mathbf X=(\boldsymbol{\mathcal E}^*\times\hat{\mathbf z})(\mathbf D\cdot\boldsymbol{\mathcal E}),\tag{19}$$

with $\boldsymbol{\mathcal E}\times\hat{\mathbf z}=(\mathcal E_y,-\mathcal E_x)$. Multiplying numerator and denominator of $C$ by $1-i\omega\tau$ separates two parts:

$$\mathbf j^0=\frac{e^3\tau}{2\hbar^2}\,\frac{\mathrm{Re}\,\mathbf X+\omega\tau\,\mathrm{Im}\,\mathbf X}{1+\omega^2\tau^2}.\tag{20}$$

For linear polarization $\mathbf X$ is real and the current is perpendicular to the field. It grows as $\tau$ for $\omega\tau\ll1$, is largest at $\omega\tau=1$ for fixed $\omega$, and falls as $1/(\omega^2\tau)$ for $\omega\tau\gg1$. The statement "proportional to the relaxation time" thus belongs to low frequency. Elliptical polarization adds the second part, which changes sign with the sense of rotation and tends to a value independent of $\tau$ for $\omega\tau\gg1$.

## A honeycomb model

Take a spin-degenerate honeycomb lattice with bond length $a=0.2$ nm and bonds $\boldsymbol\delta_1=a(0,1)$, $\boldsymbol\delta_{2,3}=a(\mp\sqrt3/2,-1/2)$. On the two sublattices

$$H=2p\cos(\sqrt3k_xa)+\begin{pmatrix}m&h\\h^*&-m\end{pmatrix},\quad
h=t_1e^{i\mathbf k\cdot\boldsymbol\delta_1}+t\left(e^{i\mathbf k\cdot\boldsymbol\delta_2}+e^{i\mathbf k\cdot\boldsymbol\delta_3}\right).\tag{21}$$

The parameters are $t=1$ eV, $t_1=0.8$ eV, $p=0.1$ eV and $m=0.2$ eV. Time reversal holds because $h(-\mathbf k)=h(\mathbf k)^*$. Inversion exchanges the sublattices and is broken by $m$. The unequal bonds and $p$ break the threefold rotation. The mirror $x\to-x$ remains, so $\mathbf D=(D_x,0)$.

With $\mathbf d=(\mathrm{Re}\,h,-\mathrm{Im}\,h,m)$ the matrix in (21) is $\mathbf d\cdot\boldsymbol\sigma$. Let $|+\rangle$ and $|-\rangle$ be its upper and lower states and $\mathbf n=\mathbf d/|\mathbf d|$. From $\Omega=-2\,\mathrm{Im}\langle\partial_x{+}|\partial_y{+}\rangle$ and the matrix elements used before (5),

$$\Omega=-\frac{2}{(2|\mathbf d|)^2}\,\mathrm{Im}\left[\langle+|\partial_xH|-\rangle\langle-|\partial_yH|+\rangle\right]
=-\frac{\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)}{2|\mathbf d|^3}.\tag{22}$$

The last step uses $\langle+|\sigma_i|-\rangle\langle-|\sigma_j|+\rangle=\delta_{ij}+i\epsilon_{ijk}n_k-n_in_j$, whose imaginary part is $\epsilon_{ijk}n_k$. This curvature was tested against the Berry phase of a small loop, and the anomalous velocity against the time-dependent Schrödinger equation.

At 300 K and chemical potential 0.15 eV the upper band holds 0.197 electrons per nm² and $D_x=-0.0289$ nm. Forms (2) and (14) agree. Holes in the lower band contribute about $10^{-10}$ nm.

Let $\tau=0.2$ ps and $E=10^4$ V/m along $x$. For a constant field (15) gives $j_y=-e^3\tau D_xE^2/\hbar^2$:

$$j_y=(3.70\times10^{11})(2\times10^{-13})(2.89\times10^{-11})(10^{8})\ \text{A/m}\approx2.14\times10^{-4}\ \text{A/m},\tag{23}$$

where the first factor is $e^3/\hbar^2$ in SI units. At 1 THz, $\omega\tau=1.257$ and $1+\omega^2\tau^2=2.579$. The photon energy, 0.004 eV, is far below the smallest direct gap, 0.40 eV. The rectified current is

$$j^0_y=\frac{2.136\times10^{-4}}{2\times2.579}\ \text{A/m}=4.14\times10^{-5}\ \text{A/m},\tag{24}$$

or 0.41 nA through a width of 10 µm. The second harmonic has amplitude $2.136\times10^{-4}/(2\sqrt{2.579})=6.65\times10^{-5}$ A/m and phase $-\arctan(1.257)=-51.5^\circ$. The linear current amplitude along $x$ is 31.0 A/m, so the rectified Hall current is about $1.3\times10^{-6}$ of it.

For the elliptical field $\boldsymbol{\mathcal E}=E(1,0.5i)$, $\mathbf X=D_xE^2(-0.5i,-1)$. By (20), $j_y^0$ is unchanged and $j^0_x=0.5\,\omega\tau\,j^0_y=2.60\times10^{-5}$ A/m.

These currents were tested against direct time integration of (7), without expansion in the field. For a constant field the integrated current is smaller than (15) by $3.5\times10^{-5}$ of its value at $\tau=0.2$ ps, and by $1.4\times10^{-4}$ at $0.4$ ps. The roughly fourfold increase is what the next term predicts. Iterating (7) for constant $\mathbf E$ gives $f_n=[(e\tau/\hbar)\mathbf E\cdot\partial_{\mathbf k}]^nf_0$. The band-velocity current along $y$ vanishes at every order: for even $n$ by time reversal, as for $K_{abc}$, and for odd $n$ by the mirror, since $\partial_y\varepsilon$ is even in $k_x$ while $\partial_x^nf_0$ is odd. Time reversal removes the contribution of $f_2$ to the anomalous current, so the first correction comes from $f_3$ in the anomalous current and is smaller than the leading term by a factor of order $(eE\tau/\hbar)^2$ times the square of a length set by the variation of $f_0$ and $\Omega$, here about 2 nm.

## When a symmetry is changed

Replace $m$ by $m+2\phi\sum_j\sin(\mathbf k\cdot\mathbf c_j)$, with $\mathbf c_1=\boldsymbol\delta_2-\boldsymbol\delta_3$ and its cyclic partners. The added term is odd in $\mathbf k$ and breaks time reversal. With $m=0$ and $\phi=0.04$ eV, inversion is restored: $D_x$ vanishes to rounding, while the upper band, both spins counted, gives $\int[dk]f_0\Omega=-0.091$. The filled lower band is not included in this number. Its Berry flux through the zone is a multiple of $2\pi$, so for two spins it adds an integer multiple of $1/\pi$ and cannot cancel this value. The linear Hall effect and the dipole have changed places. With the original $m$, $\phi=0$, equal bonds and $p=0$, inversion is broken but threefold symmetry again removes $\mathbf D$.

With $m=0.2$ eV and $\phi=0.02$ eV both symmetries are broken, and $K_{xxx}$ no longer vanishes. From (10) and (11) its rectified current is

$$j_a^{0,\rm band}=-\frac{e^3\tau^2}{2\hbar^3}\mathrm{Re}\left[\frac{\mathcal E_b^*\mathcal E_c}{1+i\omega\tau}\right]K_{abc}.\tag{25}$$

For the 1 THz field along $x$ it gives $j_x=7.09\times10^{-4}$ A/m, thirty times the dipole current $j_y=2.36\times10^{-5}$ A/m. The integrated Boltzmann equation reproduces both. These values leave out the $\tau$-independent band-mixing current. For a static field along $x$, symmetry now allows it along $x$, while along $y$ it is still forbidden by the remaining relation $H(k_x,-k_y)=H(k_x,k_y)^*$, the mirror combined with time reversal.

A constant $\tau$ also excludes scattering that is skewed by, or displaces, the Bloch wave packets. Such processes can add currents with the same dependence on $\tau$, so linear growth with $\tau$ does not by itself identify the dipole term in a real crystal. The numerical output below lists the values for all four symmetry cases.

## Computed results

```
bond length 0.200 nm; strong bonds 1.00 eV
weak bond 0.80 eV; same-sublattice hopping 0.10 eV
staggered energy +-0.20 eV; chemical potential 0.15 eV
temperature 300 K; kT 0.02585 eV
tau 0.20 ps; frequency 1.00 THz
omega*tau 1.2566; field amplitude 10000 V/m
photon energy 0.00414 eV; least direct gap 0.4009 eV
upper-band minimum on grid 0.0617 eV
upper-band electron density 0.19651 nm^-2
shift e*E*tau/hbar 0.003039 nm^-1
test point k = (11.8449, 0.1500) nm^-1
curvature there, formula -0.56776 nm^2
curvature there, loop phase -0.56775 nm^2
curvature there, driven velocity -0.56788 nm^2
curvature at -k 0.56776 nm^2
D_x, Fermi-surface form -0.028881 nm
D_x, Fermi-sea form -0.028881 nm
D_x from holes in lower band 1.15e-10 nm
Field along x, main model:
 linear current amplitude, x 3.10334e+01 A/m
 rectified j_y, formula 4.14111e-05 A/m
 rectified j_y, Boltzmann 4.14110e-05 A/m
 rectified j_x, Boltzmann -5.5e-11 A/m
 2w amplitude |j_y|, formula 6.65050e-05 A/m
 2w amplitude |j_y|, Boltzmann 6.65047e-05 A/m
 2w phase of j_y, formula -51.488 deg
 2w phase of j_y, Boltzmann -51.488 deg
Elliptical field (1, 0.5i) times amplitude, rectified current:
 formula   j_x 2.60194e-05, j_y 4.14111e-05 A/m
 Boltzmann j_x 2.60191e-05, j_y 4.14110e-05 A/m
Constant field along x:
 tau 0.20 ps: j_y Boltzmann 2.13602e-04, formula 2.13610e-04 A/m
 tau 0.40 ps: j_y Boltzmann 4.27160e-04, formula 4.27220e-04 A/m
Symmetry table: D_x (nm); Hall integral of f0*Omega; K_xxx (eV nm)
 T kept, P broken: -2.888e-02; 6.065e-17; 8.102e-17
 T broken, P kept: 1.577e-16; -9.062e-02; 9.011e-17
 both broken: -1.648e-02; 9.558e-02; -1.627e-03
 T kept, P broken, C3: 4.963e-17; 6.932e-17; -3.466e-17
Flux hopping: 0.04 eV (P kept), 0.02 eV (both broken)
C3 model: equal bonds, no same-sublattice hopping, mu 0.30 eV
Both broken, field along x, rectified current:
 band part j_x, formula 7.08934e-04 A/m
 total j_x, Boltzmann 7.08951e-04 A/m
 dipole part j_y, formula 2.36327e-05 A/m
 total j_y, Boltzmann 2.36326e-05 A/m
```
